# Does wafer lifetime give the surface recombination velocity or a bound?

**Question.** Suppose a p-type silicon wafer, 300 µm thick and oxidised alike on both faces, shows a photoconductance decay with a lifetime of 600 µs. I don't know the bulk lifetime, so I take it as infinite and put all the recombination at the surfaces. With $S=W/(2\tau_{\rm eff})$ this gives 25 cm/s. May I report 25 cm/s as the surface recombination velocity of this oxide? If not, what does the number tell me?

**Answer.** You may not report it as the velocity. It is an upper bound, because every carrier that recombined in the bulk has been charged to the surfaces. The formula you used also has a limited range: for a poor surface it can fall below the true velocity, and then it is not even a bound. Both facts follow from the carrier balance.

**The lifetime of a wafer with two lossy faces**

Let $n(x,t)$ be the excess electron density, with $x$ running from $-W/2$ to $W/2$. I assume low injection, a uniform bulk lifetime $\tau_b$, a constant diffusivity $D$, and the same velocity $S$ on both faces. Inside the wafer

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{n}{\tau_b}.$$

The velocity $S$ is defined by the carrier flux into a face, $Sn$. Diffusion must supply this flux, so at $x=W/2$

$$-D\frac{\partial n}{\partial x}=Sn,$$

and the mirror-image condition holds at $x=-W/2$.

Some time after the light pulse the slowest mode is left. It is symmetric and has no sign change inside the wafer:

$$n=A\cos(\beta x)\,e^{-t/\tau_{\rm eff}},\qquad 0\le\frac{\beta W}{2}<\frac{\pi}{2}.$$

Two derivatives of the cosine give $-\beta^2 n$, and the time derivative gives $-n/\tau_{\rm eff}$. The balance equation becomes

$$\frac{1}{\tau_{\rm eff}}=\frac{1}{\tau_b}+D\beta^2. \tag{1}$$

At the face, $-D\,\partial n/\partial x$ is proportional to $D\beta\sin(\beta W/2)$ and $Sn$ to $S\cos(\beta W/2)$. Dividing by the cosine,

$$S=D\beta\tan\frac{\beta W}{2}. \tag{2}$$

The term $D\beta^2$ is the surface part of the decay rate. If diffusion is fast enough to keep the profile flat, $\beta W/2$ is small and the tangent can be replaced by its argument. Then $S\approx D\beta^2W/2$, so $D\beta^2\approx 2S/W$ and

$$\frac{1}{\tau_{\rm eff}}\approx\frac{1}{\tau_b}+\frac{2S}{W}. \tag{3}$$

This is direct counting: a unit area of wafer holds $nW$ carriers and loses $2Sn$ per second through its two faces.

**Why an infinite bulk lifetime gives a bound**

One measured number, $\tau_{\rm eff}$, cannot fix two unknowns. In the flat regime, solving (3) for the velocity gives

$$S=\frac{W}{2\tau_{\rm eff}}-\frac{W}{2\tau_b}.$$

Dropping the last term gives your value, which is too large by $W/(2\tau_b)$.

The argument does not need a flat profile if (2) is used in full. Setting $\tau_b=\infty$ in (1) defines $\beta_0$ through $D\beta_0^2=1/\tau_{\rm eff}$, while the true $\beta$ obeys $D\beta^2=1/\tau_{\rm eff}-1/\tau_b$. Hence $\beta_0>\beta$ for any finite $\tau_b$. The right side of (2) is a product of two positive factors that both grow with $\beta$, so

$$S_{\max}=D\beta_0\tan\frac{\beta_0W}{2}\;\ge\;S, \tag{4}$$

provided that $\beta_0W/2<\pi/2$. Equality requires a bulk without recombination.

**A wafer that would give your reading**

Take $S=10$ cm/s and $\tau_b=1$ ms. With an electron mobility of 1200 cm²/Vs at 300 K, the Einstein relation gives $D=0.02585\ \text{V}\times1200\ \text{cm}^2/\text{Vs}=31.0$ cm²/s. Equation (3) predicts

$$\frac{1}{\tau_{\rm eff}}\approx 1000+\frac{2\times10}{0.03}=1667\ \text{s}^{-1},$$

or 600 µs. A numerical solution of the diffusion problem gives 600.4 µs. Treating that as the measurement,

$$\frac{W}{2\tau_{\rm eff}}=\frac{0.03}{2\times600.4\times10^{-6}}=25.0\ \text{cm/s},$$

and the full relation (4) gives 25.1 cm/s. The true velocity is 10 cm/s, so the inferred one is 2.5 times too large. The excess of 15 cm/s is $W/(2\tau_b)=0.03/(2\times10^{-3})$ cm/s, the bulk loss expressed as a velocity.

The same can be read as a budget. Of the total rate $1/\tau_{\rm eff}$, the part $1/\tau_b$ is lost in the bulk, so the surfaces take the fraction

$$1-\frac{\tau_{\rm eff}}{\tau_b}=1-\frac{600.4}{1000}=0.40.$$

Your calculation gives them all of it. The reading by itself is also compatible with a lossless surface and a bulk lifetime of 600 µs. It allows any $S$ from zero to 25 cm/s.

This matters when passivations are compared. With the bulk held at 1 ms, improving the surface from 10 to 2 cm/s raises the lifetime to 882 µs, and the short formula falls from 25 to 17 cm/s. A fivefold improvement looks like a factor of 1.5. With a lossless surface the inferred value would still be 15 cm/s, set by the bulk alone.

**When the short formula stops being a bound**

The short formula assumes a flat profile. At a strongly recombining face the density is below the wafer average, because carriers must diffuse there. The surfaces then remove fewer carriers than $2S/W$ suggests, and a velocity computed from the flat-profile rule comes out too low. This error opposes the one from the neglected bulk.

To find which wins, write $\theta=\beta W/2$ and $h=SW/(2D)$. Equation (2), multiplied by $W/(2D)$, becomes $\theta\tan\theta=h$. For small $\theta$, $\tan\theta\approx\theta+\theta^3/3$, so

$$\theta^2+\frac{\theta^4}{3}\approx h .$$

To lowest order $\theta^2=h$. Putting this into the quartic term gives $\theta^2\approx h-h^2/3$. Since $\beta^2=4\theta^2/W^2$,

$$D\beta^2\approx\frac{4D}{W^2}\left(\frac{SW}{2D}-\frac{S^2W^2}{12D^2}\right)=\frac{2S}{W}-\frac{S^2}{3D}. \tag{5}$$

Insert this into (1) and multiply by $W/2$:

$$\frac{W}{2\tau_{\rm eff}}\approx S+\frac{W}{2\tau_b}-\frac{WS^2}{6D}.$$

The left side exceeds $S$ as long as the bulk term is larger than the diffusion term, which means

$$S<\sqrt{\frac{3D}{\tau_b}}. \tag{6}$$

The thickness has cancelled at this order. For $\tau_b=1$ ms the estimate is $\sqrt{3\times31.0/10^{-3}}=305$ cm/s. The numerical solution puts the crossover at 311 cm/s for 300 µm and at 308 cm/s for 150 µm. These values belong to a bulk lifetime of 1 ms. Yours is unknown, and a longer one lowers the crossover. For your reading this hardly matters: the full relation (4) limits $S$ to 25.1 cm/s whatever the bulk lifetime, so for equal faces and $D=31.0$ cm²/s the short formula can fall below the true velocity by at most about 0.1 cm/s. The gap grows as $D$ falls, to about 0.3 cm/s at $D=10$ cm²/s.

Now keep the wafer and its bulk but make both surfaces bad, with $S=10^4$ cm/s. The lifetime drops to 4.23 µs. The short formula gives about 3550 cm/s, nearly three times below the true value. The full relation gives about 10,130 cm/s, which is again above it.

The full relation needs a value of $D$. Because $D\beta_0^2=1/\tau_{\rm eff}$, equation (4) can be written

$$S_{\max}=\frac{W}{2\tau_{\rm eff}}\,\frac{\tan\theta_0}{\theta_0},\qquad \theta_0=\frac{W}{2\sqrt{D\tau_{\rm eff}}}.$$

The factor $\tan\theta_0/\theta_0$ is greater than one and grows with $\theta_0$. A diffusivity taken too large makes $\theta_0$, and with it the claimed bound, too small. The safe choice is the lowest plausible $D$.

There is also a point beyond which no finite bound exists. At $\theta_0=\pi/2$ the tangent diverges, and the lifetime is

$$\tau_{\rm eff}=\frac{W^2}{\pi^2D}=2.94\ \text{µs}.$$

Even perfectly absorbing faces cannot make the late decay faster than this, since carriers must first reach them. A shorter lifetime proves that the bulk takes part, but it sets no upper limit on $S$. With $S=10^4$ cm/s and $\tau_b=5$ µs, for example, the lifetime is 2.30 µs.

**If the two faces differ**

Let the faces have velocities $S_1$ and $S_2$. The cosine then has its maximum at distances $a$ and $W-a$ from them. Repeating the boundary condition on each side gives

$$S_1=D\beta\tan(\beta a),\qquad S_2=D\beta\tan[\beta(W-a)].$$

For a flat profile the tangents become their arguments, and the sum is $S_1+S_2=D\beta^2W$. While the profile is flat, your formula therefore bounds the mean of the two velocities, not each one. This range is narrower than for equal faces: with $S_2=0$ and $\tau_b=1$ ms the short formula falls below the mean once the mean exceeds about 159 cm/s. Relation (4), derived for equal faces, is then not a bound on the mean either. For your 600 µs reading and $D=31.0$ cm²/s the mean can reach 25.4 cm/s. For a single face, $a\le W$ and $\beta\le\beta_0$ give

$$S_1\le D\beta_0\tan(\beta_0W)\qquad\text{if }\beta_0W<\frac{\pi}{2},$$

which is close to $W/\tau_{\rm eff}$ for a flat profile, twice your value.

With $S_1=40$ cm/s, $S_2=0$ and $\tau_b=1$ ms, the lifetime is 432 µs. Assuming equal faces gives 34.9 cm/s. That is above the mean of 20 cm/s but below the velocity of the lossy face. The single-face bound is 71 cm/s and does hold.

**How to get closer to the true velocity**

Any bulk loss known to be present can be subtracted. Silicon has radiative and Auger recombination even without defects. For a doping of $10^{16}$ cm⁻³ and an excess density of $10^{15}$ cm⁻³, the hole density is $1.1\times10^{16}$ cm⁻³. With rough coefficients of $5\times10^{-15}$ cm³/s and $6\times10^{-31}$ cm⁶/s, the rate is

$$5\times10^{-15}(1.1\times10^{16})+6\times10^{-31}(1.1\times10^{16})^2\approx128\ \text{s}^{-1}.$$

Subtracting all of this would lower the upper bound from 25 to 23 cm/s. For the result to remain a bound, however, the subtracted rate must not exceed the real one. In a planar wafer most emitted photons are trapped by total internal reflection and reabsorbed, so the net radiative loss is well below the 55 s⁻¹ of the first term. The cautious choice is to subtract only the Auger part, 73 s⁻¹, which gives 24 cm/s.

A better-passivated twin wafer supplies a lower bound. If it has the same thickness and the same bulk lifetime, its measured lifetime cannot exceed $\tau_b$. For the 882 µs twin above,

$$S\ge\frac{W}{2}\left(\frac{1}{\tau_{\rm eff}}-\frac{1}{\tau_{\rm twin}}\right)=0.015\,(1665.6-1133.3)=8.0\ \text{cm/s}.$$

Together the two results give $8\le S\le24$ cm/s. The twin's bulk lifetime must not exceed that of the first wafer. If its passivation step raised the bulk lifetime, the lower bound can fail; if it lowered it, the bound still holds but is looser.

Two thicknesses with the same $S$ and $\tau_b$ separate the two losses. Subtracting (3) for the two wafers removes $1/\tau_b$:

$$S=\frac{1/\tau_2-1/\tau_1}{2\,(1/W_2-1/W_1)}.$$

The correction $S^2/(3D)$ in (5) does not depend on thickness, so it cancels too. A 150 µm wafer with the example's $S$ and $\tau_b$ has a lifetime of 428.8 µs, or a rate of 2332 s⁻¹. Then $S=(2332-1666)/66.7=10.0$ cm/s. Independent errors of 2 % in the two lifetimes would give an error of about 0.9 cm/s in $S$.

**What can break the bound in a real measurement**

The bound is only as good as the lifetime reading. The inferred velocity falls below the true one when the reading exceeds the lifetime that the surfaces alone would give. In the example that is 1502 µs, so the reading would have to be 2.5 times too long. This margin is the inverse of the surface share. For the bad surface, where the surfaces take 99.6 % of the loss, a reading about 0.4 % too long is enough. Carriers held in traps can lengthen a photoconductance decay in this way.

The example's parameters are rough typical values for a well-oxidised wafer of good crystal quality. A bulk lifetime of 1 ms is long compared with that of lower-grade silicon; at 100 µs the misassigned bulk loss alone would be worth 150 cm/s. Real wafers depart from the model in several ways:

- They have a rim. If it absorbs every carrier that reaches it and the whole wafer of 5 cm radius is probed, it adds about 53 s⁻¹ at $t=\tau_{\rm eff}$. That raises the inferred velocity by 0.8 cm/s, which leaves the bound valid but looser.
- The excess holes alter the diffusivity. For the well-passivated example the ambipolar value of 27.2 cm²/s changes $S_{\max}$ by less than 0.02 cm/s. For the bad surface it is decisive: a wafer with $S=10^4$ cm/s and $D=27.2$ cm²/s, analysed with $D=31.0$ cm²/s, gives about 7850 cm/s, below the true value.
- Oxide charge bends the bands near the surface. $S$ is then an effective velocity at the inner edge of the space-charge layer, whose estimated width is 0.3 µm, about 0.1 % of the wafer, for a strongly inverted surface in the dark. The excess carriers present during the measurement make it narrower, and this stores extra carriers at the faces that lengthen the photoconductance reading. For an inverted surface the estimated lengthening is about 1 % at an excess density of $10^{15}$ cm⁻³, a factor of about 2 at $10^{13}$ cm⁻³, and well above the margin of 2.5 at $10^{12}$ cm⁻³, where the bound fails.
- $S$ and the defect-related part of $\tau_b$ can vary with injection. I have not sized this effect, so the excess density should be stated with the result.

For your wafer, the supported statement is that the mean velocity of the two faces is at most about 25 cm/s at the injection level of the measurement. The numerical output below gives the values to more digits.

## Computed results

```
Temperature: 300 K; kT/e: 25.85 mV
Thickness W: 300 um
Electron, hole mobility: 1200, 450 cm2/Vs
Doping, excess density: 1.0e+16, 1.0e+15 cm^-3
Diffusivity D: 31.02 cm2/s
True S: 10.0 cm/s; true tau_b: 1000 us
Simulated tau_eff: 600.4 us
Lifetime with surface loss only: 1502.4 us
Rates total, bulk: 1665.6, 1000.0 1/s
Surface share of loss: 39.96 %
S_max, short formula: 24.98 cm/s
S_max, full relation: 25.08 cm/s
S_max/S, full relation: 2.51
Excess S_max - S: 15.08 cm/s
W/(2 tau_b): 15.00 cm/s
S_max for a lossless surface: 15.04 cm/s
Diffusion limit W^2/(pi^2 D): 2.939 us
Bad surface, true S: 10000 cm/s
Bad surface, tau_eff: 4.229 us
Bad surface, short formula: 3547 cm/s
Bad surface, full relation: 10132 cm/s
Short formula fails above, 300 um: 311.2 cm/s
Short formula fails above, 150 um: 308.1 cm/s
Estimate sqrt(3D/tau_b): 305.1 cm/s
Poor bulk and bad surface, tau_b: 5.0 us
Poor bulk and bad surface, tau_eff: 2.296 us
One-sided wafer, S of lossy face: 40.0 cm/s
One-sided wafer, tau_eff: 431.7 us
One-sided, equal-face S_max: 34.94 cm/s
One-sided, single-face bound: 71.09 cm/s
Radiative coefficient (rough): 5.0e-15 cm3/s
Auger coefficient (rough): 6.0e-31 cm6/s
Intrinsic rate: 127.6 1/s
Intrinsic lifetime: 7.84 ms
Upper bound with intrinsic loss: 23.16 cm/s
Twin wafer S: 2.0 cm/s; tau: 882.4 us
Lower bound from twin: 7.99 cm/s
Thin wafer: 150 um; tau_eff: 428.8 us
Two thicknesses, S: 10.000 cm/s
Two thicknesses, tau_b: 1001.1 us
Assumed error of each lifetime: 2 %
Resulting error of two-thickness S: 0.86 cm/s
Injection change of intrinsic rate/total: 1.06 %
Ambipolar D: 27.24 cm2/s; S_max: 25.10 cm/s
Wafer radius: 5.0 cm
Worst edge loss rate at t=tau_eff: 53.3 1/s
Edge loss as velocity: 0.80 cm/s
Relative permittivity: 11.7; n_i: 1e+10 cm^-3
Band bending for width estimate: 0.714 V
Space-charge width: 0.304 um
Steady/decay lifetime - 1: -5.2e-07
Over-reading that breaks bound: factor 2.50
```
